\section*{Band slopes and curvatures from an interpolated Hamiltonian, including at degeneracies, part 2}

Slopes and curvatures of bands $E_n(\mathbf k)$ with eigenstates $|n\rangle$ are taken from a matrix interpolated from lattice blocks $H(\mathbf R)$. Hartree atomic units are used: $k$ in bohr$^{-1}$, energies in Ha, slopes in Ha\,bohr, curvatures in $1/m_e$.
\begin{align}
H(\mathbf k)&=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R),\qquad
H_a=\partial_aH=\sum_{\mathbf R}iR_a\,e^{i\mathbf k\cdot\mathbf R}H(\mathbf R),\nonumber\\
H_{ab}&=\partial_a\partial_bH=-\sum_{\mathbf R}R_aR_b\,e^{i\mathbf k\cdot\mathbf R}H(\mathbf R).
\label{eq:H}
\end{align}
For a nondegenerate band an intraband and an interband term add up:
\begin{equation}
\Big(\frac1{m_n}\Big)_{ab}=\partial_a\partial_bE_n=\langle n|H_{ab}|n\rangle+2\,\mathrm{Re}\sum_{m\ne n}\frac{\langle n|H_a|m\rangle\langle m|H_b|n\rangle}{E_n-E_m}.
\label{eq:mass}
\end{equation}
Let $P$ project on a level $E_0$ degenerate at $\mathbf k_0$. On the line $\mathbf k_0+t\mathbf q$, $\mathbf q=(\cos\varphi,\sin\varphi)$, define $H'=q_aH_a$ and $H''=q_aq_bH_{ab}$ at $\mathbf k_0$, $G=\sum_{m\notin P}|m\rangle\langle m|/(E_0-E_m)$, $A=PH'P$ and $B=P\,[H''+2H'GH']\,P$. With $P_s$ the projector for eigenvalue $s$ of $A$, the branches are
\begin{equation}
E(t)=E_0+s\,t+\tfrac12c\,t^2+O(t^3),\qquad s\in\mathrm{spec}\,A,\quad c\in\mathrm{spec}\,(P_sBP_s).
\label{eq:branch}
\end{equation}
For a twofold level with $PH_xP=\mathrm{diag}(s_1,s_2)$, $PH_yP$ purely off-diagonal with modulus $w$, $\bar s=(s_1+s_2)/2$ and $v=(s_2-s_1)/2>0$,
\begin{equation}
s_\pm(\varphi)=\bar s\cos\varphi\pm\sqrt{v^2\cos^2\varphi+w^2\sin^2\varphi}.
\label{eq:cone}
\end{equation}
At $\mathbf k_0+t\hat{\mathbf x}$, $t>0$,
\begin{equation}
(1/m_\pm)_{yy}=\pm\frac{2w^2}{(s_2-s_1)\,t}+O(1).
\label{eq:trans}
\end{equation}
The example has $s$, $p_x$, $p_y$ orbitals on a square lattice. With $C_x=\cos k_xa$, $S_x=\sin k_xa$, likewise for $y$, and subscripts of $H$ here denoting orbitals,
\begin{align}
H_{ss}&=\varepsilon_s+2t_{ss}(C_x+C_y), & H_{sx}&=2it_{sp}S_x,\nonumber\\
H_{xx}&=\varepsilon_p+2t_\sigma C_x+2t_\pi C_y, & H_{sy}&=2it_{sp}S_y,\nonumber\\
H_{yy}&=\varepsilon_p+2t_\pi C_x+2t_\sigma C_y, & H_{xy}&=-4t_{xy}S_xS_y .
\label{eq:model}
\end{align}
The parameters are $a=5$, $\varepsilon_s=0.20$, $\varepsilon_p=0$, $t_{ss}=-0.06$, $t_\sigma=0.05$, $t_\pi=-0.01$, $t_{sp}=0.03$, $t_{xy}=0.02$. The reference values are differences of 60-digit eigenvalues at step $10^{-15}$; the generic point is $\mathbf k=(0.15,0.25)$.

Two bands cross on $k_y=0$ at $k_x=k_0=0.285490$, $E_0=0.097143$. Branch 1 is $p_y$, odd under the mirror $y\to-y$; branch 2 is the hybrid $u=\alpha|s\rangle+\beta|p_x\rangle$, $\alpha=\sqrt3/2$, $\beta=-i/2$. Here $s_1=0.098974$, $s_2=0.358782$, $w=0.061859$, $\bar s=0.228878$, $v=0.129904$, and the curvatures along $x$ are $c_1=0.071429$, $c_2=1.899554$.

At $45^\circ$, \eqref{eq:cone} gives $(0.228878\mp0.143880)/\sqrt2=0.060103$ and $0.263580$. Combining separately sorted Cartesian eigenvalues, $(s_1-w)/\sqrt2$ and $(s_2+w)/\sqrt2$, gives $0.026245$ and $0.297438$ instead. The curvatures from \eqref{eq:branch} are $-0.000187$ and $2.694383$, while the eigenvalues of the full $B$ are $-0.325634$ and $3.019830$, with the same trace. The first curvature is small but nonzero and is confirmed by the reference; the diagonal is not a symmetry line through $\mathbf k_0$, and the smallness is presumably an accident of the parameters. At $90^\circ$ both curvatures are $1.708705$, because the mirror maps the branch of slope $w$ at $t$ onto the branch of slope $-w$ at $-t$. On the $45^\circ$ line, \eqref{eq:mass} differs from the limit by $1.94\times10^{-3}$ at $t=10^{-4}$ and $1.94\times10^{-4}$ at $t=10^{-5}$ (norm over the three bands), linear in $t$. At $t=10^{-4}$ on the $x$ axis, \eqref{eq:trans} gives $2(0.061859)^2/(0.259808\times10^{-4})=294.6$, against $-294.8$ and $298.2$ from \eqref{eq:mass}.

\paragraph{Doublet at $\Gamma$.} Here $E_p=0.08$, $E_s=-0.04$. The $p$ block of \eqref{eq:model} is even in $\mathbf k$, so $A=0$ and all of $B$ must be diagonalized. The coupling $\langle s|H'|p_i\rangle=2it_{sp}aq_i$ gives the interband part $8t_{sp}^2a^2q_iq_j/(E_p-E_s)=1.5\,q_iq_j$. The intraband part has diagonal elements $-2a^2(t_\sigma q_x^2+t_\pi q_y^2)=-2.5q_x^2+0.5q_y^2$ for $p_x$, the same with $x\leftrightarrow y$ for $p_y$, and off-diagonal element $-8t_{xy}a^2q_xq_y=-4q_xq_y$. The sum has diagonal elements $-q_x^2+0.5q_y^2$ and $0.5q_x^2-q_y^2$, with half trace $-\frac14$ and half difference $\mp0.75\cos2\varphi$, and off-diagonal element $-2.5q_xq_y=-1.25\sin2\varphi$:
\begin{equation}
c_\pm(\varphi)=-\tfrac14\pm\sqrt{0.75^2\cos^22\varphi+1.25^2\sin^22\varphi}.
\label{eq:warp}
\end{equation}
This gives $(-1,0.5)$ at $0^\circ$ and $90^\circ$, $(-1.280776,0.780776)$ at $22.5^\circ$ and $(-1.5,1)$ at $45^\circ$ and $135^\circ$, as in the reference. The diagonal elements in the $p_x,p_y$ basis at $45^\circ$, $-1+0.75=-0.25$, match neither branch. Any tensor $M$ would give $c(45^\circ)+c(135^\circ)=M_{xx}+M_{yy}=c(0^\circ)+c(90^\circ)$, since the $M_{xy}$ terms cancel. Such a $c(\varphi)$ is continuous, and the root in \eqref{eq:warp} never vanishes, so it would have to follow $c_-$ or $c_+$ at all angles; the lower branch has $-3\ne-2$ and the upper $2\ne1$. The velocity vanishes here for both bands, yet they are warped and have only direction-dependent masses, $-1$ and $2\,m_e$ along the axis, $-0.667$ and $1\,m_e$ along the diagonal.

The mixed case of \eqref{eq:branch} is tested on a six-orbital chain with random couplings and a triple level of slopes $0.25$, $0.25$, $0.875$. The rule gives $-2.721883$, $-0.126034$, $1.436458$, equal to the reference, and the full $B$ gives $-2.812554$, $-0.234463$, $1.635559$.

\subsection{Finite differences of sorted bands}

Let $D_1=[E(h)-E(-h)]/2h$ and $D_2=[E(h)-2E(0)+E(-h)]/h^2$. For a smooth band Taylor's theorem gives $D_2=E''+h^2E''''/12+\dots$; at the generic point the error (norm over the three bands)  falls from $5.6\times10^{-5}$ to $5.6\times10^{-7}$ between $h=10^{-3}$ and $10^{-4}$.

\paragraph{Exact crossing.} The upper sorted band $E^>$ is branch 2 on the right of the crossing and branch 1 on the left:
$E^>(h)=E_0+s_2h+\frac12c_2h^2+O(h^3)$ and $E^>(-h)=E_0-s_1h+\frac12c_1h^2+O(h^3)$. Their difference and sum give
\begin{align}
D_1&=\bar s+\tfrac14(c_2-c_1)h+O(h^2),\label{eq:fd1}\\
D_2&=\frac{s_2-s_1}{h}+\bar c+O(h),\qquad\bar c=\tfrac12(c_1+c_2).\label{eq:fd2}
\end{align}
The slope converges to the mean of the two velocities, which belongs to neither branch, and the curvature diverges as the step shrinks. In the model $\bar c=0.9855$, and at $h=10^{-3}$ \eqref{eq:fd2} gives $259.808+0.9855=260.793$ against a computed $260.789$; at $h=10^{-4}$ both are $2599.06$. The slopes are $0.229333$ and $0.228924$. If the centre lies a distance $t_0$ from the crossing, the leading form $E^>=E_0+\bar st+v|t|$ gives $D_1=\bar s+v(|t_0+h|-|t_0-h|)/2h$, which is $\bar s+vt_0/h$ for $|t_0|<h$ and the correct $s_2$ for $t_0>h$. With $h=10^{-5}$ the computed slope is $0.29384$ at $t_0=h/2$, where the law gives $0.228878+0.064952=0.29383$, and $0.35882$ at $t_0=2h$.

\paragraph{Avoided crossing.} On the line $k_y=\delta$, with $x=k_x-k_0$, the first-order effective matrix is $xPH_xP+\delta PH_yP$, whose levels are split by $\pm\sqrt{v^2x^2+w^2\delta^2}$. The mean of the pair is half the trace of the effective matrix, whose $x^2$ term is $\frac12\bar cx^2$ by \eqref{eq:branch}. With the half gap $\Delta\simeq w\delta$,
\begin{equation}
E_\pm\simeq\mathrm{const}+\bar sx+\tfrac12\bar cx^2\pm\sqrt{v^2x^2+\Delta^2},\qquad
E_\pm''(0)\simeq\bar c\pm\frac{v^2}{\Delta}.
\label{eq:avoid}
\end{equation}
The second-order terms left out of the splitting are diagonal ones in $x^2$ and $\delta^2$ and, by the mirror, an off-diagonal one in $x\delta$; the last two move the minimum gap by $O(\delta^2)$, small against the width $\Delta/v=O(\delta)$ of the bend. For $\delta=0.002$ the minimum lies at $x=-3.2\times10^{-5}$, $\Delta=1.2367\times10^{-4}$ against $w\delta=1.2372\times10^{-4}$, and $\Delta/v=9.52\times10^{-4}$. There \eqref{eq:avoid} gives $0.9855\pm136.456$, that is $137.44$ and $-135.47$, and \eqref{eq:mass} gives $137.45$ and $-135.48$. With the phases of \eqref{eq:H} the intraband terms are only $-0.46$ and $-0.52$; the upper mass of $0.0073\,m_e$ comes from the interband term.

With $x$ counted from the minimum, \eqref{eq:avoid} and the identity $\sqrt{y+\Delta^2}-\Delta=y/(\sqrt{y+\Delta^2}+\Delta)$ give for the upper band
\begin{equation}
D_2\simeq\bar c+\frac{2v^2}{\sqrt{v^2h^2+\Delta^2}+\Delta}.
\label{eq:fd3}
\end{equation}
For $h\gg\Delta/v$ the second term is $2v/h-2\Delta/h^2+\dots$, so \eqref{eq:fd3} approaches \eqref{eq:fd2} up to a relative difference $\Delta/vh$ in the leading term ($24.6$ against $27.0$ at $h=10^{-2}$): a coarse step sees the gap only as this correction. For $\xi=vh/\Delta\ll1$, $\sqrt{1+\xi^2}+1=2(1+\xi^2/4+\dots)$, so the second term is $(v^2/\Delta)(1-\xi^2/4)$, an error of $-\xi^2/4$ relative to $v^2/\Delta$. The series diverges for $\xi>1$, because the root has branch points at $x=\pm i\Delta/v$. The computed values are $24.57$, $112.37$, $137.08$, $137.450$ for $h=10^{-2}$, $10^{-3}$, $10^{-4}$, $10^{-5}$, against $24.61$, $112.36$, $137.07$, $137.438$ from \eqref{eq:fd3}. At $h=10^{-4}$ the relative error of the half-gap curvature is $-2.74\times10^{-3}$, and $-\xi^2/4=-2.76\times10^{-3}$.

\paragraph{Round-off.} A rounding error of order $\epsilon\|H\|$ in each energy (the scale is the norm of the matrix, which here equals the upper level $E$), $\epsilon=2.22\times10^{-16}$, produces an error $\rho/h^2$ in $D_2$ with $\rho$ of the same order. For steps between $10^{-9}$ and $10^{-8}$ the measured root-mean-square value is $\rho=2.3\,\epsilon E\approx5\times10^{-17}$. This sets only the order of magnitude of a single sample: about $5\times10^{-3}$ at $h=10^{-7}$, where the error is $-5.3\times10^{-3}$, and about $50$ at $h=10^{-9}$, where $D_2=97$ is off by $-40$. Equating $\rho/h^2=\rho v^2/(\Delta^2\xi^2)$ with the truncation error $(v^2/\Delta)\xi^2/4$ gives $\xi^4=4\rho/\Delta$, so the best step is near $10^{-6}$ here and the attainable relative error is of order $\sqrt{\rho/\Delta}$. The best step, $h=(\Delta/v)(4\rho/\Delta)^{1/4}$, depends on the local gap and shrinks with it, whereas \eqref{eq:mass} has no step to choose.

\paragraph{The degeneracy threshold.} The analytic route has two tolerances of its own: the energy difference below which levels are treated by \eqref{eq:branch} instead of \eqref{eq:mass}, and, inside a degenerate level, the slope difference below which eigenvalues of $A$ share one $P_s$ (the check uses $10^{-9}$ and $10^{-8}$). The slope tolerance must exceed the rounding noise in $A$, or the doublet at $\Gamma$, where $A=0$, would be split along directions chosen by noise. The energy threshold must exceed the rounding noise in the eigenvalues, or a true degeneracy yields arbitrary eigenvectors over a meaningless denominator, and it must stay below any real gap. A threshold of $10^{-3}$, larger than $2\Delta$, puts the pair above into one $P$, drops their mutual interband term, and returns slopes $0.098927$, $0.358763$ and curvatures $0.071523$, $1.899841$. These are close to $s_1,s_2,c_1,c_2$ of the ungapped crossing and are not the derivatives at that point, where both slopes equal $0.228845$; as quadratic branches they describe the pair at distances much larger than $\Delta/v$ from this point, as long as the cubic terms remain small. Conversely, if an interpolation breaks the symmetry that protects a crossing on a line, the spurious gap $2\Delta$ on that line gives, as in \eqref{eq:avoid}, curvatures $\bar c\pm v^2/\Delta$ that are correct for the interpolant and false for the crystal. The cone itself need not be gapped: a small real constant $\eta$ added to $H_{xy}$ in \eqref{eq:model} turns the element between $u$ and $p_y$ into $i(wk_y+\eta/2)$ to first order, so $\Delta\simeq|\eta|/2$ on $k_y=0$ while the crossing shifts to $k_y\simeq-\eta/2w$. This survival holds because the perturbed matrix stays real in the basis $(s,-ip_x,-ip_y)$; an imaginary constant $i\eta'$ in $H_{xy}$ instead gives the element a real part of modulus $|\eta'|/2$, which no shift of $\mathbf k$ cancels, and opens a gap of about $|\eta'|$ at the cone.

\section*{Values computed for the example and the checks}
\begin{verbatim}
a (bohr), es ep tss tsig tpi tsp txy (Ha): 5 0.20 0.00 -0.06 0.05 -0.01 0.03 0.02
units below: k, h 1/bohr; E Ha; slope Ha*bohr; curvature 1/m_e
generic k: 0.150000 0.250000  E: -0.053816 0.098339 0.113596
 vx: -0.243018 0.045492 0.333854  vy: -0.231639 0.000173 0.421264
 xx intraband: 1.663705 -1.636749 0.704732  interband: -2.237158 0.549919 1.687239
 1/m xx: -0.573453 -1.086830 2.391971  reference: -0.573453 -1.086830 2.391971
 1/m yy: -0.494858 -0.839578 1.649759  1/m xy: -0.302158 -1.060137 1.362295
 sum of 1/m xx = Tr H_xx: 0.731689
 s centre moved to (a/2,a/2): xx intra 2.032017 -1.651536 0.351208  inter -2.605470 0.564706 2.040764
 lowest band: vx = -5.3165e+05 m/s, principal masses (m_e): -1.192097 -4.358189
 central 2nd-difference error, h=1e-3, 1e-4: 5.608e-05 5.608e-07
crossing: cos(k0 a), sin(k0 a), k0: 0.142857 0.989743 0.285490  E: -0.040000 0.097143 0.097143
 s and px weights of hybrid: 0.750000 0.250000  |[PHxP,PHyP]|_F: 0.022728
 phi= 0 slopes: 0.098974 0.358782  curv: 0.071429 1.899554  ref curv: 0.071429 1.899554
 phi=45 slopes: 0.060103 0.263580  curv: -0.000187 2.694383  ref curv: -0.000187 2.694383
 phi=90 slopes: -0.061859 0.061859  curv: 1.708705 1.708705  ref curv: 1.708705 1.708705
 s1 s2 sbar v w: 0.098974 0.358782 0.228878 0.129904 0.061859  s1, s2 = 2.1653e+05 7.8490e+05 m/s
 branch masses along x (m_e): 14.000000 0.526439
 wrong at 45: Cartesian sum slopes 0.026245 0.297438  eig of full B -0.325634 3.019830
 nondegenerate curvature minus limit, t=1e-4, 1e-5: 1.939e-03 1.939e-04
 transverse 1/m yy at k0+1e-4: -294.826 298.244  leading +-294.566
 sorted upper, h=1e-03: slope 0.229333 law 0.229335; 2nd diff 260.7889 law 260.7931
 sorted upper, h=1e-04: slope 0.228924 law 0.228924; 2nd diff 2599.0613 law 2599.0617
 h=1e-5 slope at offset h/2: 0.29384 law 0.29383; at offset 2h: 0.35882
Gamma E: -0.040000 0.080000 0.080000
 phi=  0.0 curv s, p-, p+: 1.500000 -1.000000 0.500000  ref: 1.500000 -1.000000 0.500000
 phi= 22.5 curv s, p-, p+: 1.500000 -1.280776 0.780776  ref: 1.500000 -1.280776 0.780776
 phi= 45.0 curv s, p-, p+: 1.500000 -1.500000 1.000000  ref: 1.500000 -1.500000 1.000000
 phi= 90.0 curv s, p-, p+: 1.500000 -1.000000 0.500000  ref: 1.500000 -1.000000 0.500000
 phi=135.0 curv s, p-, p+: 1.500000 -1.500000 1.000000  ref: 1.500000 -1.500000 1.000000
 B at 45 in px,py (xx, xy): intra -1.000000 -2.000000  inter 0.750000 0.750000
 doublet masses (m_e) along 0: -1.000000 2.000000  along 45: -0.666667 1.000000
avoided: delta 0.002, kx-k0 -3.186e-05, Delta 1.23666e-04, w*delta 1.23718e-04 Ha, Delta/v 9.5198e-04
 slopes: 0.228845 0.228845  1/m xx: -135.4822 137.4537  intraband: -0.521528 -0.460648
 v^2/Delta 136.4561, (c1+c2)/2 0.9855, upper mass 0.007275 m_e
 h=1e-02 double 2nd diff 24.5703 two-level law 24.6104 error vs analytic -1.13e+02
 h=1e-03 double 2nd diff 112.3697 two-level law 112.3638 error vs analytic -2.51e+01
 h=1e-04 double 2nd diff 137.0792 two-level law 137.0673 error vs analytic -3.74e-01
 h=1e-05 double 2nd diff 137.4499 two-level law 137.4379 error vs analytic -3.77e-03
 h=1e-07 double 2nd diff 137.4484 two-level law 137.4416 error vs analytic -5.29e-03
 h=1e-09 double 2nd diff 97.1445 two-level law 137.4416 error vs analytic -4.03e+01
 h=1e-4 relative error of half-gap curvature -2.7439e-03, -(vh/Delta)^2/4 = -2.7586e-03
 rms round-off error in units of eps*E/h^2: 2.3 (eps 2.22e-16)
 threshold 1e-3 Ha gives slopes 0.098927 0.358763  curv 0.071523 1.899841
random chain triple level slopes: 0.250000 0.250000 0.875000  curv: -2.721883 -0.126034 1.436458
 ref curv: -2.721883 -0.126034 1.436458  eig of full B (wrong): -2.812554 -0.234463 1.635559
\end{verbatim}
